# Resonant Reflectance of a Bragg Mirror in Coupled-Wave Theory: test program

```python
# Result under test: a lossless, weakly modulated Bragg mirror on resonance has
# R = tanh(kappa*L)**2 in first-order coupled-wave theory.
# Symbols: k0 = vacuum wavenumber, n_mean = sqrt(mean permittivity),
# period = thickness of one layer pair, L = N*period,
# kappa = k0*|eps1|/(2*n_mean), eps1 = first Fourier coefficient of permittivity,
# delta = k0*n_mean - pi/period (detuning), alpha = amplitude loss rate.
# Time factor exp(-i*omega*t), normal incidence, all lengths in nm.
# The reference is the full wave equation solved layer by layer.
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm


def layer_matrix(eps, distance, k0):
    """Carry (E, dE/dz) over a signed distance in a uniform layer."""
    q = k0 * np.sqrt(complex(eps))
    c, s = np.cos(q * distance), np.sin(q * distance)
    return np.array([[c, s / q], [-q * s, c]])


def full_wave_r(eps_a, eps_b, d_a, d_b, n_periods, k0, n_out):
    """Amplitude reflectance from the wave equation; layer a comes first."""
    back = layer_matrix(eps_a, -d_a, k0) @ layer_matrix(eps_b, -d_b, k0)
    beta_out = k0 * n_out
    field, slope = np.linalg.matrix_power(back, n_periods) @ np.array(
        [1.0, 1j * beta_out])
    forward = field + slope / (1j * beta_out)
    backward = field - slope / (1j * beta_out)
    return backward / forward


def coupled_wave_R(kappa, length, detuning=0.0):
    """Reflectance from the solved coupled equations; complex detuning = loss."""
    s = np.sqrt(complex(kappa**2 - detuning**2))
    r = 1j * kappa * np.sinh(s * length) / (
        s * np.cosh(s * length) - 1j * detuning * np.sinh(s * length))
    return abs(r)**2


# Model mirror
wavelength, n_high, n_low = 13.5, 1.00, 0.92
eps_high, eps_low = n_high**2, n_low**2
eps_mean = (eps_high + eps_low) / 2
n_mean = np.sqrt(eps_mean)
k0 = 2 * np.pi / wavelength
period = wavelength / (2 * n_mean)
half = period / 2
eps1 = (eps_high - eps_low) / np.pi
kappa = k0 * eps1 / (2 * n_mean)

# Fourier coefficient of a two-layer profile: quadrature against closed form
for fraction in (0.3, 0.5, 0.7):
    parts = []
    for trig in (np.cos, np.sin):
        high = quad(lambda u: eps_high * trig(2*np.pi*u), 0, fraction)[0]
        low = quad(lambda u: eps_low * trig(2*np.pi*u), fraction, 1)[0]
        parts.append(high + low)
    closed = (eps_high - eps_low) * np.sin(np.pi * fraction) / np.pi
    assert abs(np.hypot(*parts) - closed) < 1e-10

# Unaveraged amplitude equations against the wave equation (5 periods)
beta = k0 * n_mean
amplitudes = np.array([1.0 + 0j, 0.0 + 0j])
for j in range(10, 0, -1):
    deviation = (eps_high if j % 2 == 1 else eps_low) - eps_mean
    g = 1j * k0**2 * deviation / (2 * beta)

    def slopes(z, y, g=g):
        return [g * (y[0] + y[1] * np.exp(-2j * beta * z)),
                -g * (y[1] + y[0] * np.exp(2j * beta * z))]
    amplitudes = solve_ivp(slopes, (j * half, (j - 1) * half), amplitudes,
                           rtol=1e-10, atol=1e-12).y[:, -1]
r_amplitudes = amplitudes[1] / amplitudes[0]
r_wave = full_wave_r(eps_high, eps_low, half, half, 5, k0, n_mean)
assert abs(r_amplitudes - r_wave) < 1e-7

# Solution of averaged equations against a matrix exponential
for detuning in (0.0, 0.5 * kappa, 2.0 * kappa, 0.1j * kappa):
    length = 20 * period
    phase = np.exp(0.7j)
    system = np.array([[1j * detuning, 1j * kappa * phase],
                       [-1j * kappa / phase, -1j * detuning]])
    start = expm(-system * length) @ np.array([1.0, 0.0])
    numeric_R = abs(start[1] / start[0])**2
    assert abs(numeric_R - coupled_wave_R(kappa, length, detuning)) < 1e-10
    if detuning == 0:
        assert abs(numeric_R - np.tanh(kappa * length)**2) < 1e-10

print(f"wavelength = {wavelength:.1f} nm")
print(f"high and low index = {n_high:.2f}, {n_low:.2f} (no unit)")
print(f"mean permittivity = {eps_mean:.4f} (no unit)")
print(f"rms index n_mean = {n_mean:.5f} (no unit)")
print(f"period = {period:.4f} nm, each layer = {half:.4f} nm")
print(f"|eps1| = {eps1:.5f} (no unit)")
print(f"kappa = {kappa:.6f} 1/nm, 1/kappa = {1/kappa:.2f} nm")
print(f"kappa*period = {kappa*period:.6f} (no unit)")
print(f"ln(nH/nL) = {np.log(n_high/n_low):.6f} (no unit)")

# Main result and exact quarter-wave result
print("N | L (nm) | kappa*L | R coupled | R full wave | R quarter-wave")
for N in (10, 20, 40):
    R_cw = np.tanh(kappa * N * period)**2
    R_full = abs(full_wave_r(eps_high, eps_low, half, half, N, k0, n_mean))**2
    assert abs(R_cw - R_full) < 2e-4  # small finite-contrast error
    R_quarter = np.tanh(N * np.log(n_high / n_low))**2
    for n_out in (1.0, 1.5):
        r = full_wave_r(eps_high, eps_low, wavelength / (4 * n_high),
                        wavelength / (4 * n_low), N, k0, n_out)
        assert abs(abs(r)**2 - R_quarter) < 1e-10
    print(f"{N} | {N*period:.2f} | {kappa*N*period:.4f} | {R_cw:.6f} | "
          f"{R_full:.6f} | {R_quarter:.6f}")

# Periods needed for a chosen reflectance, checked by the full wave solution
target = 0.98
needed_real = np.arctanh(np.sqrt(target)) / (kappa * period)
needed = int(np.ceil(needed_real))
R_pair = [abs(full_wave_r(eps_high, eps_low, half, half, N, k0, n_mean))**2
          for N in (needed - 1, needed)]
assert R_pair[0] < target <= R_pair[1]
print(f"periods for R = {target:.2f}: {needed_real:.2f}, so {needed}")
print(f"full-wave R at {needed-1} and {needed} periods = "
      f"{R_pair[0]:.5f}, {R_pair[1]:.5f}")

# Outer media of index 1 instead of n_mean
R_matched = abs(full_wave_r(eps_high, eps_low, half, half, 10, k0, n_mean))**2
R_outer_one = abs(full_wave_r(eps_high, eps_low, half, half, 10, k0, 1.0))**2
assert abs(R_outer_one - R_matched) < 0.01
print(f"full-wave R, N=10, outer index 1 = {R_outer_one:.6f}")

# Detuning by half of kappa
R_resonant = np.tanh(kappa * 40 * period)**2
for sign in (-1, 1):
    delta = sign * kappa / 2
    k_det = (np.pi / period + delta) / n_mean
    kappa_det = k_det * eps1 / (2 * n_mean)
    R_cw = coupled_wave_R(kappa_det, 40 * period, delta)
    R_full = abs(full_wave_r(eps_high, eps_low, half, half, 40,
                             k_det, n_mean))**2
    assert abs(R_cw - R_full) < 0.01 and R_full < R_resonant
    print(f"delta = {sign*0.5:+.1f} kappa, wavelength {2*np.pi/k_det:.3f} nm, "
          f"N=40: R coupled {R_cw:.5f}, full {R_full:.5f}")

# Error at fixed kappa*L as the permittivity contrast is lowered
print("Error (coupled minus full R) at fixed kappa*L, mean permittivity 1:")
for fraction, strength, low_ratio, high_ratio in (
        (0.3, 1.0, 1.7, 2.3), (0.5, 2.0, 3.5, 4.5)):
    errors = []
    for N in (20, 40, 80):
        contrast = 2 * strength / (N * np.sin(np.pi * fraction))
        eps_a = 1 + (1 - fraction) * contrast
        eps_b = 1 - fraction * contrast
        r = full_wave_r(eps_a, eps_b, fraction, 1 - fraction, N, np.pi, 1.0)
        errors.append(np.tanh(strength)**2 - abs(r)**2)
        print(f"fraction {fraction:.1f}, kappa*L {strength:.1f}, N {N}, "
              f"contrast {contrast:.5f}: error {errors[-1]:.3e}")
    ratio = errors[1] / errors[2]
    assert low_ratio < ratio < high_ratio
    print(f"error ratio on halving contrast = {ratio:.3f}")

# Uniform absorption; tolerance allows for finite contrast and outer mismatch
eps_loss = 0.006
alpha = k0 * eps_loss / (2 * n_mean)
limit_R = (kappa / (np.sqrt(kappa**2 + alpha**2) + alpha))**2
print(f"eps'' = {eps_loss:.3f} (no unit), alpha = {alpha:.6f} 1/nm")
for N in (40, 80, 300):
    R_cw = coupled_wave_R(kappa, N * period, 1j * alpha)
    R_full = abs(full_wave_r(eps_high + 1j*eps_loss, eps_low + 1j*eps_loss,
                             half, half, N, k0, n_mean))**2
    assert abs(R_cw - R_full) < 0.01
    print(f"lossy N={N}: R coupled {R_cw:.5f}, full {R_full:.5f}")
assert abs(R_full - limit_R) < 0.01 and R_full < 0.9
print(f"lossy thick-stack limit = {limit_R:.5f}")
print("success")
```

It prints:

```
wavelength = 13.5 nm
high and low index = 1.00, 0.92 (no unit)
mean permittivity = 0.9232 (no unit)
rms index n_mean = 0.96083 (no unit)
period = 7.0252 nm, each layer = 3.5126 nm
|eps1| = 0.04889 (no unit)
kappa = 0.011842 1/nm, 1/kappa = 84.45 nm
kappa*period = 0.083189 (no unit)
ln(nH/nL) = 0.083382 (no unit)
N | L (nm) | kappa*L | R coupled | R full wave | R quarter-wave
10 | 70.25 | 0.8319 | 0.464427 | 0.464473 | 0.465833
20 | 140.50 | 1.6638 | 0.866248 | 0.866221 | 0.867204
40 | 281.01 | 3.3276 | 0.994864 | 0.994857 | 0.994942
periods for R = 0.98: 31.78, so 32
full-wave R at 31 and 32 periods = 0.97723, 0.98068
full-wave R, N=10, outer index 1 = 0.464433
delta = -0.5 kappa, wavelength 13.681 nm, N=40: R coupled 0.98970, full 0.98979
delta = +0.5 kappa, wavelength 13.324 nm, N=40: R coupled 0.99144, full 0.99133
Error (coupled minus full R) at fixed kappa*L, mean permittivity 1:
fraction 0.3, kappa*L 1.0, N 20, contrast 0.12361: error -3.129e-03
fraction 0.3, kappa*L 1.0, N 40, contrast 0.06180: error -1.566e-03
fraction 0.3, kappa*L 1.0, N 80, contrast 0.03090: error -7.835e-04
error ratio on halving contrast = 1.999
fraction 0.5, kappa*L 2.0, N 20, contrast 0.20000: error 4.124e-05
fraction 0.5, kappa*L 2.0, N 40, contrast 0.10000: error 1.026e-05
fraction 0.5, kappa*L 2.0, N 80, contrast 0.05000: error 2.561e-06
error ratio on halving contrast = 4.005
eps'' = 0.006 (no unit), alpha = 0.001453 1/nm
lossy N=40: R coupled 0.77943, full 0.77941
lossy N=80: R coupled 0.78284, full 0.78283
lossy N=300: R coupled 0.78284, full 0.78283
lossy thick-stack limit = 0.78284
success
```
